# Anomalous Low-Frequency Diffusion on a Chain with Power-Law Bond Rates

The steady diffusion coefficient of a chain of random bonds is the inverse of the mean bond resistance. If slow bonds are so common that this mean diverges, the formula gives zero. The average rate, which governs the first hops, gives a finite value. Neither number describes an ac measurement well below the typical hop rates, in which carriers explore a finite and frequency-dependent stretch of chain. What is needed is the law by which the diffusion coefficient falls towards zero as the frequency is lowered.

## Model and definition

A particle hops between neighbouring sites of equal energy. The bond between $n$ and $n+1$ has the same rate $w_n$ in both directions:

$$\dot P_n=w_n(P_{n+1}-P_n)+w_{n-1}(P_{n-1}-P_n).\tag{1}$$

The $w_n$ are independent, $\langle w^2\rangle$ is finite, and their density behaves as $p(w)\simeq Bw^{-a}$ for $w\to0$, with $0<a<1$. The hop length and the carrier charge are set to one until the numerical example. With time dependence $e^{i\omega t}$ and $s=i\omega$, define

$$D(s)=\frac{s^2}{2}\int_0^\infty e^{-st}\langle x^2(t)\rangle\,dt .\tag{2}$$

For equal rates $\langle x^2\rangle=2wt$, and (2) gives $D=w$. The claim is that, as $s\to0$,

$$D(s)\simeq C\,s^{\gamma},\qquad \gamma=\frac{a}{2-a},\tag{3}$$

with a constant $C$ that depends on $a$ and $B$ alone. First take $s$ real and positive.

## From displacement to current

Write (1) as $\dot P=-HP$. The matrix $H$ is symmetric and gives zero on a constant vector. The Laplace-transformed propagator $G$ obeys $(s+H)G=1$, so $sG=1-HG$. Using this twice, and noting that $G$ commutes with $H$,

$$s^2G=s-H(sG)=s-H+HGH.\tag{4}$$

Multiply the elements of (4) by $(n-m)^2$, sum over $n$ and $m$, and divide by the number of sites $N$. The first term vanishes. In $-H$ each bond contributes $w_n$ twice, giving $2\langle w\rangle$. In $HGH$ the pieces $n^2$ and $m^2$ vanish because $H$ annihilates constants, and the piece $-2nm$ remains. Since $(Hx)_n=w_{n-1}-w_n\equiv-v_n$ for $x_n=n$, half the total is

$$D(s)=\langle w\rangle-\frac1N\sum_{nm}v_nG_{nm}v_m .\tag{5}$$

Now drive the chain uniformly. Let $P_n$ denote the deviation from equilibrium, with

$$J_n=w_n(1+P_n-P_{n+1}),\qquad sP_n=J_{n-1}-J_n .\tag{6}$$

Inserting the first relation into the second gives $(s+H)P=-v$, so $P=-Gv$. Summation by parts gives $\langle J\rangle=\langle w\rangle+N^{-1}\sum_n v_nP_n$, which is (5). Hence $D(s)=\langle J\rangle$.

With $r_n=1/w_n$, (6) reads $r_nJ_n=1+P_n-P_{n+1}$. Multiplying by $s$ and eliminating $P$,

$$s r_nJ_n-(J_{n+1}+J_{n-1}-2J_n)=s .\tag{7}$$

Set $J=su$. Then $u_n$ is the mean lifetime of a fictitious walker that hops at unit rate in each direction and is removed at rate $sr_n$ on site $n$. Slow bonds of the original chain have become strong traps, and $D=s\langle u\rangle$.

## Scaling

Let $\mu=1-a$. The resistance has the tail $\mathrm{Prob}(r>x)=\mathrm{Prob}(w<1/x)\simeq(B/\mu)x^{-\mu}$, so its mean diverges. For small $q$, an integration by parts gives

$$1-\langle e^{-qr}\rangle=q\int_0^\infty e^{-qx}\,\mathrm{Prob}(r>x)\,dx\simeq c\,q^\mu,\qquad c=\frac{B\,\Gamma(a)}{1-a}.\tag{8}$$

A sum of $n$ resistances therefore has transform $e^{-ncq^\mu}$. Put $n=\ell y$ and write the sum as $\ell^{1/\mu}R(y)$. Then $\langle e^{-qR(y)}\rangle=e^{-ycq^\mu}$, free of $\ell$. With $u=\ell^2\hat u$, equation (7) summed over $\ell\,dy$ sites and divided by $\ell$ becomes

$$-\hat u''\,dy+s\,\ell^{1+1/\mu}\,\hat u\,dR=dy .\tag{9}$$

The choice $\ell=s^{-\mu/(1+\mu)}$ removes $s$. Thus

$$D=s\ell^2\langle\hat u\rangle=C\,s^{(1-\mu)/(1+\mu)}=C\,s^{a/(2-a)},\qquad C=\langle\hat u\rangle .\tag{10}$$

The current stays correlated over a number of sites of order $\ell$. The accumulated resistance grows as $\ell^{1/\mu}$, faster than $\ell$, because it is dominated by the few worst bonds.

## Why the average converges

Convergence of $R$ in distribution does not by itself give convergence of a mean. Equation (7) is the condition for the maximum of

$$F[J]=\frac1N\sum_n\Big[2J_n-r_nJ_n^2-\frac{(J_n-J_{n-1})^2}{s}\Big],\tag{11}$$

and the maximum equals $\langle J\rangle=D$. Cut the chain into blocks of $L=K\ell$ bonds. Forcing $J=0$ at block edges restricts the maximization and gives a lower bound. Deleting the difference terms at the edges raises $F$ and gives an upper bound.

To control the upper bound, take any $P$ that vanishes at both ends of a block and set $e_n=1+P_n-P_{n+1}$. Summation by parts gives $\sum J_n=\sum J_ne_n-\sum P_n(J_n-J_{n-1})$. Completing squares in $J_n$ and in $J_n-J_{n-1}$ shows that the block sum in (11) is at most $\sum(w_ne_n^2+sP_n^2)$. Choose $e_n=r_nL/R_L$, where $R_L$ is the block's total resistance. Then $|P_n|\le L$, and

$$D\le\langle L/R_L\rangle+sL^2 .\tag{12}$$

Since $R_L\ge1/w_{\min}$, the first term is at most $L\langle w_{\min}\rangle$. The probability that $w_{\min}>y$ is below $e^{-bLy^\mu}$ for small $y$, with some $b>0$, and larger $y$ contributes an amount exponentially small in $L$. So both $w_{\min}\ell^{1/\mu}$ and its square have bounded means at fixed $K$. Divided by $s\ell^2$, the block values then have bounded second moments, and their means converge to those of (9).

It remains to let $K$ grow. Let $\hat u$ solve (9) in a block with free edges, and let $M$ be its maximum, where $\hat u'=0$. Over a unit distance into the block, $\hat u\ge M-\tfrac12$, since $\hat u''\ge-1$. Integrating (9) twice and using $\hat u\le M$ at the end,

$$M\ge M+(M-\tfrac12)\rho-\tfrac12\;\Rightarrow\; M\le\tfrac12+\frac1{2\rho},\qquad \rho=\int_0^1(1-\tau)\,dR(\tau).\tag{13}$$

Here $\rho$ is at least half the smallest increment of $R$ over the cells of length $\tfrac14$ in the block. Inverse increments have finite moments of every order, because $\langle e^{-qR}\rangle$ decays as a stretched exponential, so $\langle M^2\rangle$ grows more slowly than any positive power of $K$. Now use $\chi\hat u$ as a trial function for the lower bound, with $\chi=1$ except within unit distance of the edges, where it falls linearly to zero. The two bounds differ by at most

$$\frac1K\Big\langle\int\big[(1-\chi)^2\hat u+\chi'^2\hat u^2\big]dy\Big\rangle,$$

which tends to zero. The lower-bound solutions increase to the infinite-chain solution, so the common limit is $\langle\hat u(0)\rangle=C$.

For $a=0.5$ and $\ell=150$, blocks of $10\ell$ give bounds of 0.867 and 1.048 relative to the undivided chain, and blocks of $100\ell$ give 0.986 and 1.005. The explicit bound (12) is far looser, 265 times $D$ at $10\ell$. Its purpose is to control the moments.

## The prefactor

Let $f$ be the solution of $-f''+f\,dR/dy=0$ that decays to the right of a chosen point. Define there $z=-f'/f$ and $h=\int f\,dy/f$, the integral running over the right half-line. Move the point to the left by $d\xi$. Then $df=zf\,d\xi$, while $d(zf)=f\,dR$ and $d(hf)=f\,d\xi$. Therefore

$$dz=dR-z^2d\xi,\qquad dh=(1-zh)\,d\xi .\tag{14}$$

For an infinite half-line the joint distribution of $z$ and $h$ is stationary. Let $\phi(q)=\langle e^{-qz}\rangle$ and $\psi(q)=\langle he^{-qz}\rangle$. The increments $dR$ multiply an average of $e^{-qz}$ by $1-cq^\mu d\xi$. Setting the total changes to zero, and using $\phi''=\langle z^2e^{-qz}\rangle$ and $\psi'=-\langle zhe^{-qz}\rangle$,

$$q\phi''=cq^\mu\phi,\qquad q\psi''+\psi'-cq^\mu\psi=-\phi .\tag{15}$$

Define $\nu=1/(1+\mu)=1/(2-a)$, $x=2\nu\sqrt c\,q^{1/(2\nu)}$ and $\theta=x\,d/dx$, so $q\,d/dq=\theta/(2\nu)$. Multiplied by $q$, the first equation becomes $\theta^2\phi-2\nu\theta\phi=x^2\phi$. With $\phi=x^\nu g$ this is $\theta^2g=(x^2+\nu^2)g$, the modified Bessel equation. The decaying solution with $\phi(0)=1$ is

$$\phi=\frac{2^{1-\nu}}{\Gamma(\nu)}x^\nu K_\nu(x).\tag{16}$$

The second equation becomes $(x^2-\theta^2)\psi=4\nu^2q\phi$. Because $x(I_0'K_0-I_0K_0')=1$, the solution that is finite at zero and decays at infinity is

$$\psi(x)=4\nu^2\int_0^\infty I_0(x_<)K_0(x_>)\,q\phi(y)\,\frac{dy}{y},\tag{17}$$

where $x_<$ and $x_>$ are the smaller and larger of $x,y$, and $q\phi$ is evaluated at $y$.

To join two half-lines, note from (9) that $(\hat u'f-\hat uf')'=-f$. Integration over the right half-line gives $\hat u'+z_+\hat u=h_+$ at the origin. The left half-line gives $-\hat u'+z_-\hat u=h_-$. Adding them,

$$\hat u(0)=\frac{h_++h_-}{z_++z_-},\qquad C=2\int_0^\infty\phi(q)\psi(q)\,dq .\tag{18}$$

The second result uses $1/(z_++z_-)=\int_0^\infty e^{-q(z_++z_-)}dq$ and the independence of the two sides.

With $dq=2\nu q\,dx/x$, (18) becomes a double integral with coefficient $16\nu^3$. In it, $q\phi=Ax^{3\nu}K_\nu(x)$, where $A=2^{1-\nu}(2\nu)^{-2\nu}c^{-\nu}/\Gamma(\nu)$. The functions $K_{i\tau}$ are eigenfunctions of $x^2-\theta^2$ with eigenvalue $\tau^2$, and their completeness relation gives the Kontorovich–Lebedev expansion

$$I_0(x_<)K_0(x_>)=\frac2{\pi^2}\int_0^\infty\frac{\sinh\pi\tau}{\tau}K_{i\tau}(x)K_{i\tau}(y)\,d\tau .\tag{19}$$

The two space integrals now separate. Each is the standard Mellin integral

$$\int_0^\infty x^{3\nu-1}K_\nu K_{i\tau}\,dx=\frac{2^{3\nu-3}}{\Gamma(3\nu)}\big|\Gamma(2\nu+\tfrac{i\tau}2)\Gamma(\nu+\tfrac{i\tau}2)\big|^2 .\tag{20}$$

Set $\tau=2t$. The powers of two combine as $4+(2-2\nu)-4\nu+1+(6\nu-6)=1$, and

$$C=\frac{2\nu^{3-4\nu}c^{-2\nu}}{\pi^2\Gamma(\nu)^2\Gamma(3\nu)^2}\int_0^\infty\frac{\sinh2\pi t}{t}\,|\Gamma(2\nu+it)\Gamma(\nu+it)|^4dt .\tag{21}$$

As a check, let $a\to0$ at fixed $c=1$, so $\nu=\tfrac12$. The gamma functions reduce the integral to $4\pi^4\int_0^\infty t\,dt/\sinh2\pi t=\pi^4/4$, and $C=1$, as for a uniform chain with $r=1$.

For $p(w)=(1-a)w^{-a}$ on $0<w<1$, $c=\Gamma(a)$, and $C=0.248$, $0.379$ and $0.470$ at $a=0.3$, $0.5$ and $0.7$. Direct solutions of (7) on three million random bonds, with $\ell=150$, give ratios to the law of $1.002\pm0.005$, $0.987\pm0.008$ and $0.972\pm0.012$; the errors are one standard error. The last value lies 2.3 standard errors low, and the run does not separate sampling error from lattice corrections. The chain at $a=0.3$ used a different density with the same $c$ and the same leading small-$w$ form, for which $\langle e^{-qr}\rangle=e^{-cq^\mu}$ exactly. It tests the constant (21), but not how fast other densities approach it. For the power-law density the next term in (8) is $-(1-a)q/a$, whose relative size falls only as $\ell^{-a/(1-a)}$. At $a=0.3$ and $\ell=150$ this puts $D$ about 8% above the law.

## Imaginary frequency, time, and limits

Since $H$ has no negative eigenvalues and $D(0^+)=0$, (5) can be written with a positive measure $m$ as

$$D(s)=\int\frac{s}{\lambda(s+\lambda)}\,dm(\lambda).\tag{22}$$

For $s=|s|e^{i\vartheta}$ with $|\vartheta|<\pi$, $|s+\lambda|\ge(|s|+\lambda)\cos(\vartheta/2)$, hence $|D(s)|\le D(|s|)/\cos(\vartheta/2)$. The rescaled functions $D(\epsilon s)/\epsilon^\gamma$ are thus analytic and locally bounded off the negative axis. They converge on the positive axis as $\epsilon\to0$, so by Vitali's theorem they converge throughout the cut plane. Therefore

$$D(i\omega)\simeq C\omega^\gamma e^{i\pi\gamma/2}.\tag{23}$$

The constant phase is tied to the exponent. In time, (2) gives the transform of $\langle x^2\rangle$ as $2Cs^{\gamma-2}$. Because (22) makes $\langle x^2\rangle$ increase steadily, this implies

$$\langle x^2(t)\rangle\simeq\frac{2C}{\Gamma(2-\gamma)}\,t^{2(1-a)/(2-a)} .\tag{24}$$

As $a\to1$ the exponent of $t$ tends to zero: the particle is nearly confined. If instead $\langle r\rangle$ is finite, because $a<0$ or because the rates have a positive lower limit, $R$ grows linearly at large distance. Equation (7) then has the uniform limit $J=1/\langle r\rangle$, which is an ordinary dc plateau.

## Worked example: ions in a tunnel

Hollandite titanates contain potassium ions in parallel one-dimensional tunnels, with part of the sites empty. Take these rough values: site spacing $d=0.30$ nm, attempt rate $3\times10^{12}\ \mathrm{s^{-1}}$, filling $f=0.77$, and 0.50 nm² of cross-section per tunnel. The barrier distribution is a model assumption, an exponential of width $\Delta=0.05$ eV above $E_0=0.10$ eV. For an activated rate $w=We^{-(E-E_0)/kT}$,

$$\mathrm{Prob}(w<y)=(y/W)^{kT/\Delta},\qquad a=1-\frac{kT}{\Delta},\qquad \gamma=\frac{\Delta-kT}{\Delta+kT}.\tag{25}$$

At 300 K, $kT=0.02585$ eV. This gives $a=0.483$, $\gamma=0.318$, $C=0.369$ and $W=3\times10^{12}e^{-0.10/0.02585}=6.27\times10^{10}\ \mathrm{s^{-1}}$. Here $C$ refers to rates measured in units of $W$.

Exclusion of two ions from one site can be included. Let $\eta_n$ be 0 or 1, and let a reduced field $F=eEd/kT$ (here $E$ is the electric field) multiply forward and backward rates by $1\pm F/2$. The field-free current is $w_n\langle\eta_n(1-\eta_{n+1})-\eta_{n+1}(1-\eta_n)\rangle=w_n\langle\eta_n-\eta_{n+1}\rangle$, because the products cancel. The field term, averaged in equilibrium, is $w_nFf(1-f)$. The equations are therefore (6) multiplied by $f(1-f)F$. With site density $n_s=6.67\times10^{21}\ \mathrm{cm^{-3}}$,

$$\sigma(\omega)=\frac{n_sf(1-f)e^2}{kT}D(i\omega).\tag{26}$$

At 1 kHz, $\omega/W=1.00\times10^{-7}$ and $\ell=243$ sites. Restoring units,

$$|D|=d^2WC(\omega/W)^\gamma=(3\times10^{-8}\,\mathrm{cm})^2(6.27\times10^{10}\,\mathrm{s^{-1}})(0.369)(5.91\times10^{-3})=1.23\times10^{-7}\ \mathrm{cm^2/s}.$$

The phase is $90^\circ\times0.3184=28.7^\circ$, and (26) gives $\mathrm{Re}\,\sigma=7.9\times10^{-4}$ S/cm. At 10 MHz it is $1.5\times10^{-2}$ S/cm: four decades of frequency raise it by a factor of 19.

A direct solution on four million bonds gives $|D|$ equal to $1.010\pm0.009$ times the law at 1 kHz and $0.986\pm0.002$ times it at 10 MHz, where $\ell$ is only 10.5 sites. Between 1 and 100 kHz its exponent is 0.315. Doubling the sample from two to four million bonds changes $|D|$ at 1 kHz by $-0.03\%$, less than the sampling error.

With the barrier distribution held fixed, the asymptotic exponent falls from 0.40 at 250 K to 0.18 at 400 K. It reaches zero at $kT=\Delta$, or 580 K, above which $\langle r\rangle$ is finite. Near that temperature the limit is approached slowly: at 580 K $D$ still falls logarithmically, with an apparent exponent of about 0.05 between 1 and 100 kHz. The lowest barriers are then only $2kT$, so the activated form of the rate is itself approximate there.

Real tunnels break several assumptions. Disorder in the surrounding framework makes the site energies unequal, an effect not estimated here. The typical highest barrier within $\ell$ at 1 kHz is $E_0+\Delta\ln\ell=0.375$ eV. Capping all barriers at 0.45 eV, with the same random sample, raises $|D|$ by less than 1%. Blocking every thousandth bond lowers it by about 25% (26% in this sample; the value moves by about one percentage point between samples), because $\ell$ is then a quarter of the free segment. At still lower frequency the removal term in (7) becomes negligible within a segment of $L$ sites; the average of $u$ tends to $L^2/12$, and $D\simeq sL^2/12$ replaces the power law.

A further serious omission is Coulomb repulsion. For an assumed relative permittivity of 10, it is 0.11 eV, or 4.3 $kT$, at the mean vacancy distance, and 0.48 eV between neighbouring sites. A rough mean-field estimate adds a potential $U\delta\rho_n$, where $\delta\rho_n$ is the occupation change and $U=2\times0.48$ eV counts only the two nearest neighbours. This multiplies the density differences in the current by $\kappa=1+f(1-f)U/kT$, which is equivalent to replacing $s$ by $s/\kappa$. The conductivity is then multiplied by $\kappa^{-\gamma}=0.52$ at unchanged exponent. Since the repulsion greatly exceeds $kT$, mean field is itself unreliable here. For nearest-neighbour repulsion alone it gives $\kappa=7.6$, whereas the exact density fluctuations of such a lattice gas correspond to $\kappa=1.85$. Repulsion also alters the hop rates. The factor 0.52 is therefore only illustrative, and the absolute conductivity is at best an order-of-magnitude estimate.

Two other effects are small. The leading tunnelling correction, $(h\nu_0/kT)^2/24$ with the attempt rate as $\nu_0$, is about 1% of each rate. At 1 V/cm the field energy across $\ell$ is $3\times10^{-4}\,kT$, well within linear response. The remaining values are in the numerical output.

## Calculated quantities

```
D from second moment, test cell: 0.462604+0.039520j (hop^2 x rate)
D from mean current, same cell: 0.462604+0.039520j (hop^2 x rate)
blocking ring, all states: 0.093075+0.022712j (rate)
blocking ring, one-particle formula: 0.093075+0.022712j (rate)
q=0.3: phi recursion 0.5866, Bessel 0.5877; psi 0.3645, 0.3641
q=1.0: phi recursion 0.2266, Bessel 0.2273; psi 0.1567, 0.1563
q=2.0: phi recursion 0.0726, Bessel 0.0727; psi 0.0548, 0.0545
C in the ordered limit a->0, c=1: 1.000000
a=0.3: C=0.24822, double integral 0.24822; chain/law 1.002 +- 0.005 (stable r)
a=0.5: C=0.37862, double integral 0.37862; chain/law 0.987 +- 0.008 (power-law w)
a=0.7: C=0.47027, double integral 0.47027; chain/law 0.972 +- 0.012 (power-law w)
blocks of 10 ell: lower/D 0.8668, upper/D 1.0475, bound/D 265.2
blocks of 100 ell: lower/D 0.9861, upper/D 1.0047, bound/D 26500.7
inputs: T=300 K, spacing=0.30 nm, attempt rate=3.0e+12 1/s
lowest barrier=0.10 eV, width=0.05 eV, filling=0.77, area per tunnel=0.50 nm^2
kT=0.02585 eV, a=0.4830, exponent=0.3184, C=0.3688
largest rate W=6.269e+10 1/s, site density=6.667e+21 1/cm^3
predicted phase of D: 28.65 degrees
f=1e+03 Hz: ell=242.9 sites, |D|=1.230e-07 cm^2/s, Re sigma=7.901e-04 S/cm
   chain/law |D| 1.010 +- 0.009, chain phase 29.02 degrees
f=1e+05 Hz: ell=50.6 sites, |D|=5.330e-07 cm^2/s, Re sigma=3.423e-03 S/cm
   chain/law |D| 0.997 +- 0.004, chain phase 28.39 degrees
f=1e+07 Hz: ell=10.5 sites, |D|=2.309e-06 cm^2/s, Re sigma=1.483e-02 S/cm
   chain/law |D| 0.986 +- 0.002, chain phase 27.97 degrees
chain exponent between 1 kHz and 100 kHz: 0.3154
convergence, 2 to 4 million bonds at 1 kHz: -0.03 % in |D|
exponent at 250 K: 0.398
exponent at 400 K: 0.184
exponent at 500 K: 0.074
anomalous regime ends at 580 K
typical highest barrier within ell: 0.375 eV
barriers capped at 0.45 eV: +0.3 % in |D|
tunnel blocked every 1000 sites: -26.0 % in |D|
relative permittivity taken: 10
repulsion at mean vacancy distance: 0.110 eV = 4.3 kT
nearest-site repulsion: 0.480 eV; mean-field factor on sigma: 0.52
tunnelling correction to each rate: 0.96 %
field energy over ell at 1 V/cm: 2.8e-04 kT
```
